# Mirror Unfolding of a Film with One Specular and One Diffuse Surface: test program

```python
# Result under test: a film of thickness d with one mirror (specular) face and
# one diffuse face has the same resistivity as a film of thickness 2d of the
# same metal with two diffuse faces.
# Symbols: lam = bulk mean free path, rho0 = bulk resistivity, mu = |u_z| where
# u is the unit velocity and z the film normal, h = drift relative to bulk.
# The field is along x.  Lengths in nm, resistivities in microohm cm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import spsolve

lam, rho0, d = 40.0, 1.7, 20.0
nodes, weights = np.polynomial.legendre.leggauss(48)
mu_nodes, mu_weights = 0.5 * (nodes + 1), 0.5 * weights


def solve_film(thickness, p_bottom, p_top, cells=2000, mfp=lam):
    """Finite-difference Boltzmann solution; returns j(z)/j_bulk and its mean."""
    dz = thickness / cells
    i = np.arange(cells)
    m = cells + 1                      # unknowns: up[0..cells], down[0..cells]
    rows = np.concatenate([i, i, cells + i, cells + i,
                           [2 * cells, 2 * cells, 2 * cells + 1, 2 * cells + 1]])
    cols = np.concatenate([i + 1, i, m + i + 1, m + i,
                           [m + cells, cells, 0, m]])
    rhs = np.ones(2 * m)
    rhs[-2:] = 0.0
    one = np.ones(cells)
    current = np.zeros(m)
    for mu, w in zip(mu_nodes, mu_weights):
        a = mfp * mu / dz
        vals = np.concatenate([(0.5 + a) * one, (0.5 - a) * one,
                               (0.5 - a) * one, (0.5 + a) * one,
                               [1.0, -p_top, 1.0, -p_bottom]])
        h = spsolve(csc_matrix((vals, (rows, cols)), shape=(2 * m, 2 * m)), rhs)
        current += 0.75 * w * (1 - mu**2) * (h[:m] + h[m:])
    mean = np.mean(0.5 * (current[1:] + current[:-1]))
    return current, mean


def diffuse_formula(thickness, mfp=lam):
    """rho0/rho of a film with two diffuse faces, from the derived integral."""
    k = thickness / mfp
    val = quad(lambda mu: (mu - mu**3) * (1 - np.exp(-k / mu)), 0, 1,
               epsabs=1e-11)[0]
    return 1 - 1.5 / k * val


def diffuse_local(z, half):
    """Local j/j_bulk in a diffuse film occupying -half < z < half."""
    val = quad(lambda mu: (1 - mu**2) * (np.exp(-(half + z) / (lam * mu))
               + np.exp(-(half - z) / (lam * mu))), 0, 1, epsabs=1e-11)[0]
    return 1 - 0.75 * val


def random_flights(thickness, alpha, samples=2000000, seed=7):
    """rho0/rho of the one-mirror film from simulated flights, with its error.
    alpha is the strength of scattering at grain planes normal to x."""
    rng = np.random.default_rng(seed)
    z = thickness * rng.random(samples)
    uz = 2 * rng.random(samples) - 1
    ux = np.sqrt(1 - uz**2) * np.cos(2 * np.pi * rng.random(samples))
    flight = rng.exponential(size=samples) * lam / (1 + alpha / np.abs(ux))
    # first leg ends at the diffuse face (uz > 0) or at the mirror (uz < 0)
    leg1 = np.where(uz > 0, thickness - z, z) / np.abs(uz)
    travelled = np.minimum(flight, leg1)
    bounced = (uz < 0) & (flight > leg1)
    leg2 = thickness / np.abs(uz[bounced])
    travelled[bounced] += np.minimum(flight[bounced] - leg1[bounced], leg2)
    score = 3 * ux**2 * travelled / lam
    return score.mean(), score.std() / np.sqrt(samples)


def diffuse_with_grains(thickness, alpha):
    """rho0/rho of a two-diffuse-face film with grain planes normal to x."""
    mu = mu_nodes[:, None]
    phi = 0.5 * np.pi * mu_nodes[None, :]
    w = mu_weights[:, None] * mu_weights[None, :] * 0.5 * np.pi
    ux = np.sqrt(1 - mu**2) * np.cos(phi)
    shrink = ux / (ux + alpha)
    reach = shrink * lam * mu / thickness
    return 6 / np.pi * np.sum(w * ux**2 * shrink
                              * (1 - reach * (1 - np.exp(-1 / reach))))


# The theorem at several thicknesses: mirror condition solved against formula
for t in (5.0, 20.0, 80.0):
    assert abs(solve_film(t, 1, 0)[1] - diffuse_formula(2 * t)) < 1e-5

profile, mean_A = solve_film(d, 1, 0)
mean_B = solve_film(2 * d, 0, 0, cells=3000)[1]
assert abs(mean_A - mean_B) < 1e-5
local = [profile[0], profile[1000], profile[-1]]
for z, value in zip((0.0, d / 2, d), local):
    assert abs(value - diffuse_local(z, d)) < 1e-5

flight_A, error_A = random_flights(d, 0.0)
assert abs(flight_A - diffuse_formula(2 * d)) < 5 * error_A

# Two half-specular faces: different when thin, the same when thick
half_half = solve_film(d, 0.5, 0.5)[1]
assert half_half > 1.01 * mean_A
thick = 400.0
thick_A = solve_film(thick, 1, 0)[1]
thick_half = solve_film(thick, 0.5, 0.5)[1]
thick_law = 1 - 3 * lam / (16 * thick)
assert abs(thick_A - thick_law) < 1e-5
assert abs(thick_half - thick_A) < 1e-5

# Neglected effects
diffuse_d = diffuse_formula(d)
mirror_p = 0.9
imperfect = solve_film(d, mirror_p, 0)[1]
assert diffuse_d < imperfect < mean_A

reflect, grain = 0.3, 20.0
alpha = lam / grain * reflect / (1 - reflect)
grain_A, grain_err = random_flights(d, alpha, seed=11)
grain_B_same = diffuse_with_grains(2 * d, alpha)
grain_B_large = diffuse_with_grains(2 * d, alpha / 2)
assert abs(diffuse_with_grains(2 * d, 0.0) - diffuse_formula(2 * d)) < 1e-4
assert abs(grain_A - grain_B_same) < 5 * grain_err
assert grain_B_large > 1.05 * grain_B_same

temp_coeff, t_room, t_use = 0.0039, 293.0, 373.0
warm = 1 + temp_coeff * (t_use - t_room)
rho_warm = rho0 * warm / diffuse_formula(2 * d, lam / warm)

density = 8.5e28
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
lam_free = const.hbar * k_fermi / (density * const.e**2 * rho0 * 1e-8) * 1e9
subbands = int(k_fermi * d * 1e-9 / np.pi)

rho_A, rho_B = rho0 / mean_A, rho0 / diffuse_formula(2 * d)
print(f"bulk resistivity (rough input): {rho0:.2f} microohm cm")
print(f"bulk mean free path (rough input): {lam:.1f} nm")
print(f"thickness d of one-mirror film: {d:.1f} nm")
print(f"kappa = 2d/lambda: {2 * d / lam:.3f}")
print(f"rho0/rho, one-mirror film, Boltzmann solver: {mean_A:.6f}")
print(f"rho0/rho, diffuse film 2d, Boltzmann solver: {mean_B:.6f}")
print(f"rho0/rho, diffuse film 2d, integral: {diffuse_formula(2 * d):.6f}")
print(f"rho0/rho, one-mirror film, random flights: {flight_A:.4f}")
print(f"standard error of random flights: {error_A:.4f}")
print(f"resistivity, one-mirror film d: {rho_A:.3f} microohm cm")
print(f"resistivity, diffuse film 2d: {rho_B:.3f} microohm cm")
print(f"resistivity, diffuse film d: {rho0 / diffuse_d:.3f} microohm cm")
print(f"resistivity, two half-specular faces, d: {rho0 / half_half:.3f} microohm cm")
print(f"sheet resistance, one-mirror film d: {10 * rho_A / d:.3f} ohm/square")
print(f"sheet resistance, diffuse film 2d: {10 * rho_B / (2 * d):.3f} ohm/square")
print(f"j/j_bulk at mirror face: {local[0]:.4f}")
print(f"j/j_bulk at mid-depth d/2: {local[1]:.4f}")
print(f"j/j_bulk at diffuse face: {local[2]:.4f}")
print(f"thick-film thickness: {thick:.0f} nm")
print(f"thick film rho0/rho, one mirror: {thick_A:.6f}")
print(f"thick film rho0/rho, two half-specular: {thick_half:.6f}")
print(f"thick film rho0/rho, limiting law: {thick_law:.6f}")
print(f"imperfect mirror specularity: {mirror_p:.2f}")
print(f"resistivity with imperfect mirror, d: {rho0 / imperfect:.3f} microohm cm")
print(f"grain reflection (rough input): {reflect:.2f}")
print(f"grain size: {grain:.0f} nm")
print(f"grain parameter alpha: {alpha:.3f}")
print(f"with grains, one-mirror film d: {rho0 / grain_A:.2f} microohm cm")
print(f"with same grains, diffuse film 2d: {rho0 / grain_B_same:.2f} microohm cm")
print(f"with grains of {2 * grain:.0f} nm, diffuse 2d: {rho0 / grain_B_large:.2f} microohm cm")
print(f"temperature coefficient (rough input): {temp_coeff:.4f} per K")
print(f"room and use temperatures: {t_room:.0f} K, {t_use:.0f} K")
print(f"bulk resistivity at use temperature: {rho0 * warm:.2f} microohm cm")
print(f"mean free path at use temperature: {lam / warm:.1f} nm")
print(f"one-mirror film at use temperature: {rho_warm:.2f} microohm cm")
print(f"electron density (rough input): {density:.2e} per m3")
print(f"Fermi wavenumber: {k_fermi * 1e-9:.2f} per nm")
print(f"free-electron mean free path from rho0: {lam_free:.1f} nm")
print(f"filled subbands in thickness d: {subbands}")
print(f"inverse subband number: {100 / subbands:.1f} percent")
print("done: every assertion held")
```

It prints:

```
bulk resistivity (rough input): 1.70 microohm cm
bulk mean free path (rough input): 40.0 nm
thickness d of one-mirror film: 20.0 nm
kappa = 2d/lambda: 1.000
rho0/rho, one-mirror film, Boltzmann solver: 0.683857
rho0/rho, diffuse film 2d, Boltzmann solver: 0.683857
rho0/rho, diffuse film 2d, integral: 0.683857
rho0/rho, one-mirror film, random flights: 0.6834
standard error of random flights: 0.0008
resistivity, one-mirror film d: 2.486 microohm cm
resistivity, diffuse film 2d: 2.486 microohm cm
resistivity, diffuse film d: 3.257 microohm cm
resistivity, two half-specular faces, d: 2.387 microohm cm
sheet resistance, one-mirror film d: 1.243 ohm/square
sheet resistance, diffuse film 2d: 0.621 ohm/square
j/j_bulk at mirror face: 0.7579
j/j_bulk at mid-depth d/2: 0.7123
j/j_bulk at diffuse face: 0.4532
thick-film thickness: 400 nm
thick film rho0/rho, one mirror: 0.981250
thick film rho0/rho, two half-specular: 0.981250
thick film rho0/rho, limiting law: 0.981250
imperfect mirror specularity: 0.90
resistivity with imperfect mirror, d: 2.546 microohm cm
grain reflection (rough input): 0.30
grain size: 20 nm
grain parameter alpha: 0.857
with grains, one-mirror film d: 4.40 microohm cm
with same grains, diffuse film 2d: 4.40 microohm cm
with grains of 40 nm, diffuse 2d: 3.45 microohm cm
temperature coefficient (rough input): 0.0039 per K
room and use temperatures: 293 K, 373 K
bulk resistivity at use temperature: 2.23 microohm cm
mean free path at use temperature: 30.5 nm
one-mirror film at use temperature: 3.01 microohm cm
electron density (rough input): 8.50e+28 per m3
Fermi wavenumber: 13.60 per nm
free-electron mean free path from rho0: 38.7 nm
filled subbands in thickness d: 86
inverse subband number: 1.2 percent
done: every assertion held
```
